**SOAP power spectrum from Haar integration of the squared overlap**

For neighbour densities ρ = Σ c_nlm g_n Y_lm built from Gaussians of width σ, with orthonormal radial functions g_n, the overlap S(R) = ∫ρ(r)ρ'(R⁻¹r)d³r obeys ∫dR S² = Σ p_nn'l p'*_nn'l, where p_nn'l = (2l+1)^(−1/2) Σ_m c*_nlm c_n'lm and dR = sin β dα dβ dγ/8π². The program asserts the Jacobian sin β, the transformation law, unitarity, product rule and orthogonality of the Wigner matrices, the dimension of the Schur intertwiner spaces, and the coefficients c against three-dimensional quadrature. It asserts that Euler-angle quadrature of S², with S taken from closed Gaussian overlaps, equals the power-spectrum sum, in total and for each l ≤ 12 of the fcc and hcp shells, and that the basis-free Bessel–Legendre formula gives the same terms. It also asserts that p is real, symmetric, positive semidefinite and rotation invariant, that a mirror image changes the average of S³ but not that of S², that the flat Euler measure is not invariant, and that the cross-species blocks are needed. For twelve neighbours at 2.5 Å and σ = 0.5 Å the output shows the same mean overlap, 4.009196 Å³, for all fcc and hcp pairs, while the kernels are 16.8802, 16.6290 and 16.5500 Å⁶ and the normalised fcc–hcp kernel is K = 0.994898. Two orderings of 4 A and 8 B atoms on the fcc shell give K = 1 without species and 0.914952 with them.

## Numerical verification

```python
# SOAP power spectrum from Haar integration over rotations.
# rho(r) = sum_i w_i exp(-|r-r_i|^2/(2 sigma^2)) = sum c_nlm g_n(r) Y_lm, g_n orthonormal.
# S(R) = int rho(r) rho'(R^-1 r) d^3r, R = Rz(alpha) Ry(beta) Rz(gamma),
# dR = sin(beta) dalpha dbeta dgamma / (8 pi^2).  Result under test:
#   int dR S^2 = sum_{n n' l} p_{nn'l} conj(p'_{nn'l}),
#   p_{nn'l} = (2l+1)^(-1/2) sum_m conj(c_nlm) c_n'lm.
# An environment is a list over species of (positions in angstrom, weights);
# species are stacked into the radial index n.
import numpy as np
import sympy as sp
from scipy.special import spherical_in, eval_legendre
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.constants import physical_constants, angstrom
from numpy.polynomial.legendre import leggauss

SIGMA, RMAX, NMAX, LMAX, SHELL = 0.5, 6.5, 32, 30, 2.5
PREF = (np.pi*SIGMA**2)**1.5
bohr = physical_constants['Bohr radius'][0]/angstrom
x, w = leggauss(160)
r, wr = RMAX*(x+1)/2, RMAX*w/2
g = np.sqrt(2/RMAX)*np.sin(np.arange(1, NMAX+1)[:, None]*np.pi*r/RMAX)/r
assert np.allclose((g*wr*r**2) @ g.T, np.eye(NMAX), atol=1e-11)

def harmonics(lmax, u):
    ct, st, ph = u[:, 2], np.hypot(u[:, 0], u[:, 1]), np.arctan2(u[:, 1], u[:, 0])
    Y = [np.zeros((2*l+1, len(u)), complex) for l in range(lmax+1)]
    pmm = np.full(len(u), 1/np.sqrt(4*np.pi))
    for m in range(lmax+1):
        if m > 0:
            pmm = -np.sqrt((2*m+1)/(2*m))*st*pmm
        older, cur = np.zeros(len(u)), pmm
        for l in range(m, lmax+1):
            if l > m:
                a = np.sqrt((4*l*l-1)/(l*l-m*m))
                b = np.sqrt(((l-1)**2-m*m)/(4*(l-1)**2-1)) if l > m+1 else 0.0
                older, cur = cur, a*(ct*cur-b*older)
            Y[l][l+m] = cur*np.exp(1j*m*ph)
            Y[l][l-m] = (-1)**m*np.conj(Y[l][l+m])
    return Y

def raising(l):
    m = np.arange(-l, l)
    return np.diag(np.sqrt(l*(l+1)-m*(m+1.0)), -1) if l else np.zeros((1, 1))
def small_d(l, beta):
    return expm(-beta*(raising(l)-raising(l).T)/2)
def wigner(l, al, be, ga):
    m = np.arange(-l, l+1)
    return np.exp(-1j*m*al)[:, None]*small_d(l, be)*np.exp(-1j*m*ga)
def rz(t):
    return np.array([[np.cos(t), -np.sin(t), 0], [np.sin(t), np.cos(t), 0], [0, 0, 1]])
def ry(t):
    return np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])
def euler_grid(na, nb, flat=False):
    t, wt = leggauss(nb)
    be = np.pi*(t+1)/2 if flat else np.arccos(t)
    al = 2*np.pi*np.arange(na)/na
    Z, B = np.array([rz(a) for a in al]), np.array([ry(b) for b in be])
    return al, be, wt/(2*na*na), Z[:, None, None] @ B[None, :, None] @ Z[None, None, :]
def overlap(A, B, rots):
    S = 0.0
    for (pa, wa), (pb, wb) in zip(A, B):
        rb = rots @ pb.T
        for ai, wi in zip(pa, wa):
            d2 = ai @ ai + (pb**2).sum(1) - 2*(ai @ rb)
            S = S + PREF*wi*(np.exp(-d2/(4*SIGMA**2)) @ wb)
    return S
def radial(l, a):
    f = np.exp(-(r[:, None]**2+a**2)/(2*SIGMA**2))*spherical_in(l, r[:, None]*a/SIGMA**2)
    return 4*np.pi*(g*wr*r**2) @ f
def coefficients(env):
    blocks = []
    for p, wt in env:
        a = np.linalg.norm(p, axis=1)
        Y = harmonics(LMAX, p/a[:, None])
        blocks.append([(radial(l, a)*wt) @ Y[l].conj().T for l in range(LMAX+1)])
    return [np.vstack([b[l] for b in blocks]) for l in range(LMAX+1)]
def power(c):
    return [cl.conj() @ cl.T/np.sqrt(2*l+1) for l, cl in enumerate(c)]
def kernel_l(pa, pb):
    return np.array([np.sum(u*v.conj()).real for u, v in zip(pa, pb)])
def legendre_pairs(l, p):
    u = p/np.linalg.norm(p, axis=1)[:, None]
    return eval_legendre(l, np.clip(u @ u.T, -1, 1))
def shell_integral(l, a, b):
    return PREF*np.exp(-(a*a+b*b)/(4*SIGMA**2))*spherical_in(l, a*b/(2*SIGMA**2))

# Jacobian of the invariant volume, from R^T dR and from dR R^T
sa, sb, sc = sp.symbols('a b c', real=True)
Rs = sp.rot_axis3(sa).T*sp.rot_axis2(sb).T*sp.rot_axis3(sc).T
for side in (0, 1):
    Ws = [Rs.T*Rs.diff(q) if side else Rs.diff(q)*Rs.T for q in (sa, sb, sc)]
    fun = [sp.lambdify((sa, sb, sc), W, 'numpy') for W in Ws]
    for ang in [(0.3, 0.7, 1.9), (4.0, 2.6, 5.1), (1.1, 0.05, 3.3)]:
        Wn = [np.array(f(*ang), float) for f in fun]
        assert all(np.allclose(W, -W.T, atol=1e-13) for W in Wn)
        J = np.array([[W[2, 1], W[0, 2], W[1, 0]] for W in Wn])
        assert abs(abs(np.linalg.det(J))-np.sin(ang[1])) < 1e-13

# angular grid, harmonics, Wigner matrices
ct, wct = leggauss(40)
ph = 2*np.pi*np.arange(80)/80
st = np.sqrt(1-ct**2)
U = np.stack([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(),
              np.repeat(ct, 80)], axis=1)
wang = np.repeat(wct, 80)*2*np.pi/80
YU = harmonics(10, U)
Yall = np.vstack(YU)
assert np.allclose((Yall.conj()*wang) @ Yall.T, np.eye(121), atol=1e-11)
e1, e2 = (0.7, 1.2, 2.3), (4.1, 2.2, 0.4)
R1, R2 = (rz(e[0]) @ ry(e[1]) @ rz(e[2]) for e in (e1, e2))
e12 = Rotation.from_matrix(R1 @ R2).as_euler('ZYZ')
Yrot = harmonics(10, U @ R1)          # rows are R1^-1 u
for l in range(11):
    D = wigner(l, *e1)
    assert np.allclose(Yrot[l], D.T @ YU[l], atol=1e-11)
    assert np.allclose(D @ D.conj().T, np.eye(2*l+1), atol=1e-12)
    assert np.allclose(D @ wigner(l, *e2), wigner(l, *e12), atol=1e-10)
def generators(l):
    return [raising(l), raising(l).T, np.diag(np.arange(-l, l+1.0))]
for l in range(4):                    # dimension of {M : L M = M L'}
    for k in range(4):
        eqs = np.vstack([np.kron(u, np.eye(2*k+1))-np.kron(np.eye(2*l+1), v.T)
                         for u, v in zip(generators(l), generators(k))])
        assert np.sum(np.linalg.svd(eqs, compute_uv=False) < 1e-10) == (l == k)
al, be, wb_, _ = euler_grid(10, 6)
rows = np.array([np.concatenate([wigner(l, a, b, c).ravel() for l in range(5)])
                 for a in al for b in be for c in al])
gram = (rows.T*np.tile(np.repeat(wb_, 10), 10)) @ rows.conj()
expected = np.diag(np.concatenate([np.full((2*l+1)**2, 1/(2*l+1)) for l in range(5)]))
orth_err = np.abs(gram-expected).max()
assert orth_err < 1e-12

al, be, wbeta, rots = euler_grid(48, 26)
haar = lambda f: float(np.sum(f*wbeta[None, :, None]))

# generic low-symmetry environments
A = [(np.array([[.3, .4, 2.], [2.3, .2, .9], [-.8, 2.7, -.6], [-1.2, -1., -1.9]]),
      np.array([1., .8, .6, .9]))]
B = [(np.array([[2.1, .5, -.4], [-.6, 1.9, 1.6], [.2, -1.5, 2.4]]), np.array([1., .7, .9]))]
def density(env):
    return sum(wi*np.exp(-(r[:, None]**2+p @ p-2*r[:, None]*(U @ p))/(2*SIGMA**2))
               for p, wi in zip(*env[0]))
rhoA, rhoB = density(A), density(B)
cA, cB = coefficients(A), coefficients(B)
for l in range(11):
    assert np.allclose((g*wr*r**2) @ rhoA @ (YU[l].conj()*wang).T, cA[l], atol=1e-9)
assert abs((wr*r**2) @ (rhoA*rhoB) @ wang - overlap(A, B, np.eye(3))) < 1e-9
Brot = [(B[0][0] @ R1.T, B[0][1])]
cBrot = coefficients(Brot)
pA, pB, pBrot = power(cA), power(cB), power(cBrot)
S_exp = sum(np.sum(cA[l].conj()*(cB[l] @ wigner(l, *e1).T)) for l in range(LMAX+1))
# 1e-7 tolerances allow for the algebraic tail of the sine basis at odd l
assert abs(S_exp-overlap(A, B, R1)) < 1e-7
aA, aB = (np.linalg.norm(E[0][0], axis=1) for E in (A, B))
klAB = kernel_l(pA, pB)
for l in range(LMAX+1):
    assert np.allclose(cBrot[l], cB[l] @ wigner(l, *e1).T, atol=1e-10)
    assert np.allclose(pBrot[l], pB[l], atol=1e-10)
    assert np.abs(pA[l].imag).max() < 1e-12 and np.allclose(pA[l], pA[l].T, atol=1e-12)
    assert np.linalg.eigvalsh(pA[l].real).min() > -1e-12 and klAB[l] > -1e-14
    Rw = radial(l, aA)*A[0][1]
    pair = np.sqrt(2*l+1)/(4*np.pi)*Rw @ legendre_pairs(l, A[0][0]) @ Rw.T
    assert np.allclose(pair, pA[l], atol=1e-10)
    I = shell_integral(l, aA[:, None], aB)*np.outer(A[0][1], B[0][1])
    closed = (2*l+1)*np.sum((I.T @ legendre_pairs(l, A[0][0]) @ I)*legendre_pairs(l, B[0][0]))
    assert abs(closed-klAB[l]) < 1e-7*klAB.sum()
SAB = overlap(A, B, rots)
kAB = haar(SAB**2)
assert abs(kAB/klAB.sum()-1) < 1e-7
assert abs(haar(overlap(A, Brot, rots)**2)/kAB-1) < 1e-9
assert abs(haar(SAB)-np.sum(cA[0].conj()*cB[0]).real) < 1e-8
SAA, SAm = overlap(A, A, rots), overlap(A, [(-A[0][0], A[0][1])], rots)
assert abs(haar(SAm**2)/haar(SAA**2)-1) < 1e-9
assert abs(haar(SAm**3)/haar(SAA**3)-1) > 1e-4
# one neighbour on z against one on z or x: Haar versus flat measure
zat, xat = ([(SHELL*np.eye(3)[[k]], np.ones(1))] for k in (2, 0))
_, _, wflat, rflat = euler_grid(48, 40, flat=True)
flat = [np.sum(overlap(zat, E, rflat)**2*wflat[None, :, None]) for E in (zat, xat)]
good = [haar(overlap(zat, E, rots)**2) for E in (zat, xat)]
X = SHELL**2/(2*SIGMA**2)
assert np.allclose(good, PREF**2*(1-np.exp(-4*X))/(4*X), rtol=1e-9)
assert flat[0]/flat[1] > 2

print(f"sigma = {SIGMA} A, shell radius d = {SHELL} A, r_max = {RMAX} A, weights 1")
print(f"n_max = {NMAX}, l_max = {LMAX}, Euler grid {len(al)} x {len(be)} x {len(al)}")
print(f"(pi sigma^2)^(3/2) = {PREF:.6f} A^3, x = d^2/(2 sigma^2) = {X:.4f}")
print(f"8 pi^2 = {8*np.pi**2:.6f}, bohr = {bohr:.6f} A")
print(f"max error of Wigner orthogonality, l <= 4: {orth_err:.1e}")
print(f"generic pair, k by Haar quadrature = {kAB:.9f} A^6")
print(f"generic pair, k by power spectrum  = {klAB.sum():.9f} A^6")
print(f"chiral A, <S^2> self, mirror = {haar(SAA**2):.7f}, {haar(SAm**2):.7f} A^6")
print(f"chiral A, <S^3> self, mirror = {haar(SAA**3):.7f}, {haar(SAm**3):.7f} A^9")
print(f"one atom, Haar <S^2> z-z, z-x = {good[0]:.6f}, {good[1]:.6f} A^6")
print(f"one atom, flat <S^2> z-z, z-x = {flat[0]:.6f}, {flat[1]:.6f} A^6")

# fcc and ideal hcp first shells
fcc = np.array([np.roll([s, t, 0.], k) for k in range(3) for s in (1, -1)
                for t in (1, -1)])*SHELL/np.sqrt(2)
ring = [[np.cos(t), np.sin(t), 0] for t in np.arange(6)*np.pi/3]
caps = [[np.cos(t)/3**.5, np.sin(t)/3**.5, s*(2/3)**.5]
        for s in (1, -1) for t in np.pi/6+np.arange(3)*2*np.pi/3]
hcp = SHELL*np.array(ring+caps)
F, H = [(fcc, np.ones(12))], [(hcp, np.ones(12))]
cF, cH = coefficients(F), coefficients(H)
pF, pH = power(cF), power(cH)
Sff, Sfh, Shh = overlap(F, F, rots), overlap(F, H, rots), overlap(H, H, rots)
kff, kfh, khh = kernel_l(pF, pF), kernel_l(pF, pH), kernel_l(pH, pH)
assert abs(haar(Sff)-haar(Sfh)) < 1e-10 and abs(haar(Shh)-haar(Sfh)) < 1e-10
print(f"<S> fcc-fcc, fcc-hcp, hcp-hcp = {haar(Sff):.6f}, {haar(Sfh):.6f}, {haar(Shh):.6f} A^3")
print(" l   q_fcc    q_hcp   I_l/A^3    k_l ff/A^6  k_l fh/A^6  k_l hh/A^6")
clean = lambda v: round(float(v), 6)+0.0
for l in range(13):
    ph_m = np.exp(1j*np.outer(al, np.arange(-l, l+1)))
    dl = np.array([small_d(l, b) for b in be])
    qf2, qh2 = legendre_pairs(l, fcc).mean(), legendre_pairs(l, hcp).mean()
    Il = shell_integral(l, SHELL, SHELL)
    for S, kl, qq in ((Sff, kff, qf2*qf2), (Sfh, kfh, qf2*qh2), (Shh, khh, qh2*qh2)):
        proj = np.einsum('abc,b,am,bmn,cn->mn', S, wbeta, ph_m, dl, ph_m, optimize=True)
        assert abs((2*l+1)*np.sum(abs(proj)**2)-kl[l]) < 1e-8
        assert abs((2*l+1)*Il**2*12**4*qq-kl[l]) < 1e-8
    if l % 2:
        assert abs(qf2) < 1e-13
    print(f"{l:2d} {max(qf2, 0)**.5:8.5f} {max(qh2, 0)**.5:8.5f} {Il:9.6f} "
          f"{clean(kff[l]):11.6f} {clean(kfh[l]):11.6f} {clean(khh[l]):11.6f}")
for name, S, kl in (("fcc-fcc", Sff, kff), ("fcc-hcp", Sfh, kfh), ("hcp-hcp", Shh, khh)):
    assert abs(haar(S**2)/kl.sum()-1) < 1e-8
    print(f"k {name}: quadrature {haar(S**2):.7f}, spectrum {kl.sum():.7f} A^6")
K = kfh.sum()/np.sqrt(kff.sum()*khh.sum())
assert K < 1-1e-4
print(f"k fcc-hcp = {kfh.sum()/bohr**6:.4f} bohr^6")
print(f"k fcc-hcp with group volume 8 pi^2 = {8*np.pi**2*kfh.sum():.4f} A^6")
print(f"K fcc-hcp = {K:.6f}, 1-K = {1-K:.6f}, sqrt(2-2K) = {np.sqrt(2-2*K):.6f}")
for n, L in ((6, 4), (8, 6), (12, 8), (16, 12)):
    tf, th = (power([cl[:n] for cl in c[:L+1]]) for c in (cF, cH))
    a, b, c = kernel_l(tf, tf).sum(), kernel_l(tf, th).sum(), kernel_l(th, th).sum()
    assert a <= kff.sum()+1e-12 and c <= khh.sum()+1e-12
    print(f"n_max {n:2d}, l_max {L:2d}: k fh = {b:.6f} A^6, rel. error "
          f"{b/kfh.sum()-1:.1e}, K = {b/np.sqrt(a*c):.6f}")

# two-species shells with 4 A and 8 B on the fcc sites
def split(mask):
    return [(fcc[mask], np.ones(mask.sum())), (fcc[~mask], np.ones((~mask).sum()))]
P, C = split(abs(fcc[:, 2]) < 1e-9), split(fcc[:, 2] > 1e-9)
pP, pC = power(coefficients(P)), power(coefficients(C))
vals = []
for name, E1, E2, p1, p2 in (("L10-L10", P, P, pP, pP), ("L10-cap", P, C, pP, pC),
                             ("cap-cap", C, C, pC, pC)):
    quad, spec = haar(overlap(E1, E2, rots)**2), kernel_l(p1, p2).sum()
    assert abs(quad/spec-1) < 1e-8
    vals.append(spec)
    print(f"k {name}: quadrature {quad:.7f}, spectrum {spec:.7f} A^6")
same = sum(kernel_l([u[s, s] for u in pP], [v[s, s] for v in pC]).sum()
           for s in (slice(0, NMAX), slice(NMAX, 2*NMAX)))
assert abs(same/vals[1]-1) > 1e-2
print(f"k L10-cap from AA and BB blocks only = {same:.6f} A^6, fraction {same/vals[1]:.4f}")
merge = lambda E: [(np.vstack([e[0] for e in E]), np.concatenate([e[1] for e in E]))]
blind = haar(overlap(merge(P), merge(C), rots)**2)/kff.sum()
K2 = vals[1]/np.sqrt(vals[0]*vals[2])
assert abs(blind-1) < 1e-8 and K2 < 1-1e-3
print(f"K L10-cap species-blind = {blind:.6f}, species-resolved = {K2:.6f}")
print(f"k L10-cap = {vals[1]/bohr**6:.4f} bohr^6")
print("every check passed")
```

Output:

```
sigma = 0.5 A, shell radius d = 2.5 A, r_max = 6.5 A, weights 1
n_max = 32, l_max = 30, Euler grid 48 x 26 x 48
(pi sigma^2)^(3/2) = 0.696041 A^3, x = d^2/(2 sigma^2) = 12.5000
8 pi^2 = 78.956835, bohr = 0.529177 A
max error of Wigner orthogonality, l <= 4: 3.6e-15
generic pair, k by Haar quadrature = 0.076188588 A^6
generic pair, k by power spectrum  = 0.076188588 A^6
chiral A, <S^2> self, mirror = 0.1357941, 0.1357941 A^6
chiral A, <S^3> self, mirror = 0.0862123, 0.0852164 A^9
one atom, Haar <S^2> z-z, z-x = 0.009689, 0.009689 A^6
one atom, flat <S^2> z-z, z-x = 0.038853, 0.006299 A^6
<S> fcc-fcc, fcc-hcp, hcp-hcp = 4.009196, 4.009196, 4.009196 A^3
 l   q_fcc    q_hcp   I_l/A^3    k_l ff/A^6  k_l fh/A^6  k_l hh/A^6
 0  1.00000  1.00000  0.027842   16.073654   16.073654   16.073654
 1  0.00000  0.00000  0.025614    0.000000    0.000000    0.000000
 2  0.00000  0.00000  0.021694    0.000000    0.000000    0.000000
 3  0.00000  0.07607  0.016937    0.000000    0.000000    0.001394
 4  0.19094  0.09722  0.012210    0.036980    0.009587    0.002486
 5  0.00000  0.25159  0.008146    0.000000    0.000000    0.060634
 6  0.57452  0.48476  0.005042    0.746493    0.531454    0.378360
 7  0.00000  0.31081  0.002902    0.000000    0.000000    0.024454
 8  0.40391  0.31699  0.001559    0.022792    0.014038    0.008646
 9  0.00000  0.13785  0.000783    0.000000    0.000000    0.000087
10  0.01286  0.01017  0.000369    0.000000    0.000000    0.000000
11  0.00000  0.12337  0.000163    0.000000    0.000000    0.000003
12  0.60008  0.56498  0.000068    0.000313    0.000277    0.000246
k fcc-fcc: quadrature 16.8802331, spectrum 16.8802331 A^6
k fcc-hcp: quadrature 16.6290110, spectrum 16.6290110 A^6
k hcp-hcp: quadrature 16.5499658, spectrum 16.5499658 A^6
k fcc-hcp = 757.2855 bohr^6
k fcc-hcp with group volume 8 pi^2 = 1312.9741 A^6
K fcc-hcp = 0.994898, 1-K = 0.005102, sqrt(2-2K) = 0.101013
n_max  6, l_max  4: k fh = 15.218196 A^6, rel. error -8.5e-02, K = 0.999326
n_max  8, l_max  6: k fh = 16.434377 A^6, rel. error -1.2e-02, K = 0.995738
n_max 12, l_max  8: k fh = 16.628533 A^6, rel. error -2.9e-05, K = 0.994901
n_max 16, l_max 12: k fh = 16.629010 A^6, rel. error -7.3e-08, K = 0.994898
k L10-L10: quadrature 5.9715612, spectrum 5.9715612 A^6
k L10-cap: quadrature 5.4073671, spectrum 5.4073671 A^6
k cap-cap: quadrature 5.8490802, spectrum 5.8490802 A^6
k L10-cap from AA and BB blocks only = 3.694090 A^6, fraction 0.6832
K L10-cap species-blind = 1.000000, species-resolved = 0.914952
k L10-cap = 246.2516 bohr^6
every check passed
```
